# The Athermal Recombination-Corrected Displacement Efficiency and Its Continuity Condition

**Scaling fixes the form of the efficiency**

A recoiling atom in a metal starts a collision cascade that leaves behind a number $N$ of displaced atoms, each one an interstitial paired with a vacancy. Let $T$ be the damage energy of the recoil, meaning its initial energy less what the cascade loses to electrons. Let $E_d$ be the threshold energy for a stable displacement. If these are the only two energies in the description, the dimensionless number $N$ can depend on them only through $T/E_d$. Other properties of the metal can enter only as pure numbers.

A collision model supplies a first count, $N_0(T)$. Many of the displaced atoms fall back into vacancies while the cascade cools, within picoseconds and without thermally activated migration. The efficiency $\xi$ describes this athermal recombination:

$$N(T)=\xi(T)\,N_0(T). \tag{1}$$

Dimensional analysis makes $\xi$ a function of $T/E_d$, but does not say which function. Two further assumptions do.

The first concerns high energies. Suppose that, as $T$ grows, a cascade comes ever closer to a set of independent subcascades of a typical size, whose number is proportional to $T$. The number of survivors then also approaches proportionality to $T$. Since $N_0$ will prove proportional to $T$ as well, their ratio tends to a constant $c$, taken to satisfy $0<c<1$.

The second assumption is that the excess $h(T)=\xi(T)-c$ has no energy scale of its own. Multiplying the energy by $\lambda$ then multiplies the excess by a factor that does not depend on the starting energy:

$$h(\lambda T)=g(\lambda)\,h(T). \tag{2}$$

For differentiable $h$, the derivative of (2) with respect to $\lambda$ at $\lambda=1$ is

$$T\,h'(T)=b\,h(T),\qquad b\equiv g'(1). \tag{3}$$

Division by $h$ gives $d\ln h/d\ln T=b$, and integration gives

$$\xi(T)=c+A\,T^{\,b},\qquad b<0. \tag{4}$$

The sign of $b$ follows from the first assumption, because the excess must vanish at high energy. The amplitude $A$ is still free. It will be fixed by continuity, once the energy at which to impose it is known.

A simple picture shows how a negative power can arise. Let a compact spherical cascade have a volume proportional to $T$, so that its radius is $R\propto T^{1/3}$. If only defects within a fixed distance $\delta$ of its surface survive, the surviving fraction is

$$1-\left(1-\frac{\delta}{R}\right)^3=\frac{3\delta}{R}-\frac{3\delta^2}{R^2}+\frac{\delta^3}{R^3}. \tag{5}$$

For $R\gg\delta$ the first term dominates and the fraction falls as $T^{-1/3}$. For smaller $R$ it falls more slowly, and it tends to zero rather than to a constant $c$. The picture therefore suggests the sign of $b$, not its value. Real cascades are neither spherical nor compact, so $b$ is left as a material parameter. In practice $b$ and $c$ are fitted to molecular-dynamics simulations of cascades. Equation (4) is thus a consequence of two modelling assumptions, not a theorem about metals.

**The underlying cascade model**

Consider first atoms that collide as hard spheres. An atom of energy $T$ strikes an equal atom at rest and gives it an energy $t$, distributed uniformly between $0$ and $T$. The first atom keeps $T-t$. No energy is subtracted for breaking the struck atom free. Let $\nu(T)$ be the mean number of displacements, with $\nu=0$ for $T<E_d$ and $\nu=1$ for $E_d\le T<2E_d$. The value one in the second interval reflects energy sharing: both atoms cannot leave the collision with more than $E_d$.

For $T>2E_d$ the two atoms continue independently, so

$$\nu(T)=\frac1T\int_0^T[\nu(t)+\nu(T-t)]\,dt=\frac2T\int_0^T\nu(t)\,dt. \tag{6}$$

The two terms are equal, as the substitution $t\to T-t$ shows. Multiplying by $T$ and differentiating gives $\nu+T\nu'=2\nu$, or $T\nu'=\nu$. Hence $\nu=KT$. The constant $K$ follows from (6) as $T$ approaches $2E_d$ from above, where the integral receives only the contribution $E_d\times1$:

$$\nu(2E_d)=\frac{2}{2E_d}\,E_d=1,\qquad K=\frac1{2E_d}. \tag{7}$$

The hard-sphere count is therefore $T/(2E_d)$ on its linear branch, which joins the plateau continuously at $2E_d$.

Real atoms repel each other through a softer potential. The Norgett–Robinson–Torrens (NRT) model represents this by a collision efficiency $\kappa=0.8$, taken from binary-collision simulations and used here as an input. The linear branch becomes $\kappa T/(2E_d)$, and reaches one at

$$T_1=\frac{2E_d}{\kappa}. \tag{8}$$

The plateau is extended to this energy, so that

$$N_0(T)=\begin{cases}0,&T<E_d\\ 1,&E_d\le T<T_1\\ T/T_1,&T\ge T_1.\end{cases} \tag{9}$$

**Where continuity can be enforced**

A natural place to fix the amplitude $A$ is the energy at which the model first gives one displacement, but in (9) this can mean two different energies. The model as a whole first gives one displacement at $E_d$, where it jumps from zero. Its linear cascade branch first gives one at $T_1$.

The jump at $E_d$ belongs to the sharp threshold. Below $E_d$ the product (1) is zero, and just above $E_d$ it equals $\xi$. It could be made continuous only by letting $\xi$ vanish at threshold, which would contradict the meaning of $E_d$ as the energy that produces one stable displacement. On the plateau there is a single pair and no dense cascade, so the natural choice is $\xi=1$ for $E_d\le T<T_1$. The condition that remains is continuity at $T_1$:

$$c+A\,T_1^{\,b}=1\quad\Longrightarrow\quad A=(1-c)\,T_1^{-b}. \tag{10}$$

Substitution in (4) gives the athermal recombination-corrected (arc) efficiency,

$$\xi(T)=c+(1-c)\left(\frac{T}{T_1}\right)^{b},\qquad T\ge T_1, \tag{11}$$

and, with $x=T/T_1$, the displacement count above $T_1$ is

$$N=c\,x+(1-c)\,x^{1+b}. \tag{12}$$

Take the round values $E_d=40$ eV, $\kappa=0.8$, $b=-0.6$ and $c=0.3$. Then $T_1=2(40\ \mathrm{eV})/0.8=100$ eV, and $A=0.7\,(100\ \mathrm{eV})^{0.6}=11.09\ \mathrm{eV}^{0.6}$.

The same numbers show what other choices would do. If the power law were set to one at $E_d$, by writing $(T/E_d)^b$ in (11), while the plateau was kept at one, the count just above $T_1$ would be

$$c+(1-c)\left(\frac{2}{\kappa}\right)^b=0.3+0.7\,(2.5)^{-0.6}=0.704. \tag{13}$$

The count would fall by about 0.30 as the energy passed through $T_1$. If instead (11) were kept as it stands but extended down the plateau, it would give $0.3+0.7\,(0.4)^{-0.6}=1.51$ displacements at $E_d$. That is more than the single pair which the threshold allows. The piecewise definition is therefore part of the result.

**Slope, dips and the two energy limits**

Continuity of $N$ does not make its slope continuous. Differentiating (12) gives

$$\frac{dN}{dx}=c+(1-c)(1+b)x^b. \tag{14}$$

At $x=1$ the right-hand slope is $1+b(1-c)$, while the plateau has slope zero. In the example it is $1-0.6\times0.7=0.58$, or $0.0058$ per eV. Just above $T_1$ the count therefore behaves as $N\simeq1+0.58(x-1)$, whereas the NRT count rises with unit slope in $x$.

A count that fell with increasing energy would be hard to defend physically, so the sign of (14) matters. If $b\ge-1$, both terms are non-negative and the first is positive. If $b<-1$, the second term is negative, but its magnitude decreases as $x$ grows. The derivative is then smallest at $x=1$. It follows that $N$ never decreases above $T_1$ if and only if

$$b\ge-\frac{1}{1-c}. \tag{15}$$

For $c=0.3$ the bound is $-1.43$, and $b=-0.6$ satisfies it comfortably. At equality the right-hand slope vanishes and the slope is continuous at the join, but nothing in the construction requires this.

When (15) is violated, setting (14) to zero locates the minimum of the count:

$$x_{\min}^{\,b}=-\frac{c}{(1-c)(1+b)}. \tag{16}$$

With $c=0.3$ and $b=-2$, for instance, $x_{\min}^{-2}=0.3/0.7$, so the minimum lies at $T=153$ eV. The count there is $0.3x_{\min}+0.7/x_{\min}=0.92$, less than on the plateau. Fitted parameters should be examined against (15) before use.

At high energy the second term of (12) grows more slowly than the first, and the ratio of $N$ to $cT/T_1$ tends to one. For $b>-1$ their difference still grows, as $x^{1+b}$. The two terms are equal when $\xi=2c$, which happens above $T_1$ only if $c<1/2$. The example gives the following values.

| $T$ (eV) | $\xi$ | $N_0$ | $N$ |
|---:|---:|---:|---:|
| 100 | 1.000 | 1 | 1.00 |
| 300 | 0.662 | 3 | 1.99 |
| 1000 | 0.476 | 10 | 4.76 |
| 10 000 | 0.344 | 100 | 34.4 |
| 100 000 | 0.311 | 1000 | 311 |

At 1000 eV, for example, $\xi=0.3+0.7\times10^{-0.6}=0.476$. The efficiency passes $2c=0.6$ at $T=100\ \mathrm{eV}\times(7/3)^{1/0.6}\simeq410$ eV, and above this energy the larger part of the count comes from the linear term $cx$. This crossing is a property of the fitted form and does not mark the onset of subcascades: a 410 eV recoil leaves only about 2.5 displacements, and real cascades break up at far higher energies. Even at 100 keV, however, $\xi$ is still about 4% above its limit $c$.

**Why the law must be applied to each recoil**

The NRT count is linear above $T_1$, so it does not matter there whether energy is summed before or after counting. The corrected count does not share this property. On the plateau $N/T=1/T$, and above it $N/T=\xi/T_1$. Both expressions decrease with energy, and they agree at $T_1$. Thus $N/T$ decreases throughout $T\ge E_d$.

For two recoils with $T_a,T_b\ge E_d$ and $S=T_a+T_b$, this gives

$$N(S)=T_a\frac{N(S)}{S}+T_b\frac{N(S)}{S}\le N(T_a)+N(T_b). \tag{17}$$

Ten separate recoils of 10 keV leave 344 displacements, while one recoil of 100 keV leaves 311. Counting the summed energy as one cascade would miss about 10% of the damage of the ten.

The condition on the parts is needed. Two recoils of 36 eV produce nothing when $E_d=40$ eV, although a single recoil of 72 eV produces one displacement.

**Average over an implantation spectrum**

An energetic ion creates primary recoils of many energies. Over a limited range of depth, let their differential cross section be

$$d\sigma=C\,T^{-3/2}\,dT,\qquad 0<T<T_m, \tag{18}$$

a power-law approximation to screened collisions. For the moment the damage energy is identified with the recoil energy. Let $n$ be the atomic density and $S_n$ the energy per unit path that the ion gives to recoils. Then

$$S_n=n\int_0^{T_m}T\,d\sigma=2nC\,T_m^{1/2}, \qquad C=\frac{S_n}{2n\,T_m^{1/2}}. \tag{19}$$

The displacement cross section weights each recoil by its count, $\sigma_D=\int N\,d\sigma$. With $T=T_1x$, the measure becomes $C\,T_1^{-1/2}x^{-3/2}dx$. The plateau begins at $x=E_d/T_1=\kappa/2$, and the spectrum ends at $X=T_m/T_1$, taken to be greater than one. Inserting (12) gives

$$\sigma_D=\frac{C}{T_1^{1/2}}\left[\int_{\kappa/2}^{1}x^{-3/2}dx+c\int_1^Xx^{-1/2}dx+(1-c)\int_1^Xx^{b-1/2}dx\right]. \tag{20}$$

The three integrals are elementary. For $b\ne-1/2$,

$$\sigma_D=\frac{C}{T_1^{1/2}}\left[2\left(\sqrt{\frac2\kappa}-1\right)+2c\left(\sqrt X-1\right)+(1-c)\frac{X^{b+1/2}-1}{b+1/2}\right]. \tag{21}$$

For $b=-1/2$ the last fraction is replaced by $\ln X$. The NRT result follows by setting $c=1$. As $X\to\infty$, the terms in $\sqrt X$ dominate because $b<0$, and the ratio of the arc to the NRT cross section tends to $c$.

Now consider self-ion implantation at 100 keV into a medium-mass transition metal, close to the entry surface. Equal masses allow a head-on collision to transfer all the energy, so $T_m=100$ keV and $X=1000$. The other inputs are $n=85\ \mathrm{nm}^{-3}$, $S_n=2$ keV/nm and a fluence $\Phi=10^{12}\ \mathrm{cm}^{-2}=0.01\ \mathrm{nm}^{-2}$. From (19),

$$\frac{C}{T_1^{1/2}}=\frac{2000}{2\times85\times\sqrt{10^5}\times\sqrt{100}}\ \mathrm{nm}^2=0.00372\ \mathrm{nm}^2. \tag{22}$$

The three terms in the bracket of (21) are $1.16$, $18.37$ and $3.49$, with sum $23.0$. Hence $\sigma_D=0.0857\ \mathrm{nm}^2$. With $c=1$ the bracket is $1.16+61.25=62.4$, and the NRT cross section is $0.232\ \mathrm{nm}^2$. Multiplication by $\Phi$ gives the dose in displacements per atom (dpa): $8.6\times10^{-4}$ dpa for the arc model and $2.3\times10^{-3}$ dpa for NRT.

The ratio of the doses is 0.37. It exceeds $\xi(T_m)=0.31$ because it is an average of $\xi$ over the spectrum, weighted by the NRT count, and every recoil below $T_m$ has a larger efficiency than one at $T_m$.

**What the example leaves out**

The largest correction calculated here comes from electronic losses. For a recoil of energy $T$ in a metal of its own kind, the Lindhard partition with Robinson's fit gives the damage energy

$$T_{\rm dam}=\frac{T}{1+k\left(3.4008\,\epsilon^{1/6}+0.40244\,\epsilon^{3/4}+\epsilon\right)},\qquad \epsilon=\frac{T}{E_L}. \tag{23}$$

In Gaussian units, with electron mass $m$, atomic mass $M$ and atomic number $Z$,

$$E_L=\frac{2\sqrt2\,Z^{7/3}}{0.8853}\frac{me^4}{\hbar^2},\qquad k=\frac{32}{3\pi}\sqrt{\frac mM}\;2^{3/4}Z^{2/3}. \tag{24}$$

These expressions are taken over from that theory, not derived here. For $Z=28$ and mass number 60 they give $E_L=207$ keV and $k=0.159$. A 100 keV recoil then has a damage energy of 63 keV, and a 1 keV recoil one of 817 eV.

Replacing $N(T)$ by $N(T_{\rm dam})$ and integrating numerically over the spectrum (18), with $C$ unchanged, lowers the arc dose by 25%, to about $6.4\times10^{-4}$ dpa. The calculation applies (23) down to the threshold, where a theory that neglects binding energies is least reliable.

Two other changes, evaluated by the same numerical integration without electronic losses, are smaller. Replacing the sharp threshold by a probability that rises linearly from 20 to 60 eV, with $T_1$, $b$ and $c$ held fixed, raises the dose by 0.5%. The effect is small because the whole plateau supplies only $1.16$ of the $23.0$ in the bracket, and because the displacements gained below 40 eV are partly offset by those lost above it. Changing the spectrum to $T^{-4/3}$ at the same $S_n$ and $T_m$ lowers the dose by 5%.

Temperature enters after the cascade. With an attempt rate of $10^{13}\ \mathrm{s}^{-1}$ and a migration barrier $E_m$, a defect makes $10^{13}\exp(-E_m/k_BT_L)$ hops per second at lattice temperature $T_L$. For an interstitial with $E_m=0.3$ eV at 300 K, this means $9\times10^{-4}$ hops in 10 ps, so its migration at the lattice temperature is negligible on the time scale of the cascade. This depends on the barrier: with $E_m=0.1$ eV the same estimate gives about two hops in 10 ps. Motion inside the briefly hotter core belongs to the cascade itself and is contained in the fitted $\xi$. During a 10 s implantation the interstitial with the 0.3 eV barrier would make $9\times10^8$ hops if nothing stopped it, and a vacancy with a barrier of 0.8 eV would make about four. The arc count is therefore the source term for later annealing. It is not the defect concentration found after the implantation.

Overlap of cascades sets another limit. Suppose that each retained defect recombines with any opposite defect created within $v=100$ atomic sites. Let $p$ be the number of retained pairs per atom. A new interstitial meets an old vacancy with probability $vp$, and a new vacancy meets an old interstitial with the same probability. Each such event removes one pair, so $dp/d\Phi=\sigma_D(1-2vp)$ to first order in $vp$, and

$$p\simeq\sigma_D\Phi\left(1-v\sigma_D\Phi\right). \tag{25}$$

Here $v\sigma_D\Phi=0.086$, so overlap removes about 9% of the defects to first order. The full solution of the rate equation, $p=(1-e^{-2v\sigma_D\Phi})/(2v)$, gives 8%. At ten times the fluence the parameter is close to one and the expansion fails.

**Comparison with real implantations**

The inputs are round values in the range of common transition metals, not data for a particular one. Thresholds of some tens of eV are typical. Published fits for iron, nickel, copper, platinum and tungsten give $c$ roughly between 0.1 and 0.3 and $b$ roughly between $-0.55$ and $-1.1$, so the value of $c$ used here is at the upper end of that set. By (21), lowering $c$ by 0.1 at fixed $b$ removes $0.1\,(61.25-4.99)=5.6$ from the bracket, which lowers the dose by 24%. A change of 0.1 in $c$ thus matters about as much as electronic losses, and going from 0.3 to 0.1 lowers the dose by about 49%. The exponent matters less: changing $b$ from $-0.6$ to $-1$ at $c=0.3$ reduces the third term of the bracket from $3.49$ to $1.36$ and the dose by 9%.

The fluence is far below the rough $10^{16}$ to $10^{17}\ \mathrm{cm}^{-2}$ used to modify metal surfaces. At $10^{16}\ \mathrm{cm}^{-2}$ the linear law gives 8.6 dpa. This is still a usable measure of exposure, but since $v\sigma_D\Phi$ is then about 860, it cannot be read as a concentration of surviving defects. The ion also slows down: at 2 keV/nm it gives about 10 keV to recoils in the first 5 nm. A depth profile therefore requires $S_n$ and $T_m$ to be recalculated along the path, with the piecewise count, (12) above $T_1$ and the plateau below it, applied to the damage energy of each primary recoil. Even this assigns the damage to the depth where a recoil starts. Recoils of 10 keV and more, which supply about 60% of the arc dose in the example, can travel several nanometres or farther, so a profile of the displaced atoms themselves also requires the recoils to be followed in space. Finally, $b$ and $c$ are fitted to cascades in the bulk. A cascade that reaches the free surface can lose atoms to it, and the bulk efficiency does not describe the damage left in the first few nanometres.
